Nonadiabatic hardening of a zone-centre optical phonon in a clean metal, part 1

(Sections cited here and not found follow in the second part.)

1. The fault in the static frequency

A frozen-phonon calculation displaces the atoms along the mode, lets the electrons settle into the equilibrium of the displaced lattice, and takes the force constant from the curvature of the energy. In a metal the settling includes a refilling: states near the Fermi level that the displacement pushes up are emptied into states, at other wavevectors, that it pushes down. The refilling lowers the energy and softens the mode. A zone-centre vibration keeps the periodicity of the lattice, so it cannot move an electron from one wavevector to another, and when scattering by impurities, other phonons and other electrons is slow compared with the vibration (ωτ ≫ 1, the meaning of "clean" made precise in part 9) nothing else does so within one period. The static calculation therefore contains a softening that the vibrating crystal lacks. In the model metal of part 10 the static value is 150 meV and the mode vibrates at 160.2 meV.

The missing amount is, to first order, ħΔω = N_F⟨g²⟩, the density of states at the Fermi level times the mean squared intraband coupling. In that short form the statement holds only under conditions: the mean square is in general a variance, the interband response moves slightly as well, and in a screened theory the two factors of g are not the same function.

2. Conventions and the equation of motion

The mode has one real coordinate u_R per cell R and a reduced mass m, defined so that the kinetic energy per cell is m u̇²/2. There are N cells and N wavevectors k. Electrons are independent particles in bands ε_nk, spin-degenerate and time-reversal symmetric, with Fermi occupations f_nk = f(ε_nk − μ). Interactions are added in mean field in parts 6 and 8. The ions move under the expectation value of the electronic force, and everything is linear in u.

Take the pattern u_R = u_q e^{iq·R} + complex conjugate. It changes the one-electron Hamiltonian by u_q V_q + u_q* V_q†, where V_q takes k to k + q and V_{−q} = V_q†. Summing over cells, the kinetic energy is N m|u̇_q|² and the bare elastic energy is N K₀|u_q|². K₀ contains the ion-ion force constant and the equilibrium average of ∂²H/∂u²; neither depends on frequency. Varying u_q* in the Lagrangian gives

  m ü_q = −K₀ u_q − ⟨V_q†⟩/N.   (1)

The average follows from the one-electron density matrix, iħ ∂ρ/∂t = [H, ρ], with ρ = ρ₀ + δρ and u_q = u e^{−iωt}. Write D_mn = ⟨m,k+q|V_q|n,k⟩ and mark quantities at k + q with a prime on the band index. The matrix element of [H₀, δρ] between ⟨m,k+q| and |n,k⟩ is (ε_m′ − ε_n)δρ_mn, and that of [uV_q, ρ₀] is uD_mn(f_n − f_m′), because H₀ and ρ₀ are diagonal. The left side is ħω δρ_mn. Solving,

  δρ_mn = u D_mn (f_n − f_m′)/(ε_n − ε_m′ + ħω + iη),

where η → 0⁺ switches the motion on in the distant past. Since ⟨V_q†⟩ = Tr(δρ V_q†) = 2 Σ D_mn* δρ_mn, with 2 for spin, equation (1) becomes

  mω² = K₀ + C(q,ω),   (2)

  C(q,ω) = (2/N) Σ_k Σ_mn |D_mn|² (f_n − f_m′)/(ε_n − ε_m′ + ħω + iη).   (3)

A negative C softens the mode. The terms m = n form C_intra and the terms m ≠ n form C_inter.

Let ω_A be the adiabatic frequency, mω_A² = K₀ + C_A, with C_A the static response. Define the zero-point length and the coupling energy by

  l² = ħ/(2mω_A),  g = l D.

Then ħ²/m = 2ħω_A l². Subtracting mω_A² from (2) and multiplying by ħ²/m gives

  (ħω)² = (ħω_A)² + 2ħω_A ΔΠ(ω),  ΔΠ(ω) = l²[C(ω) − C_A].   (4)

Π = l²C is the phonon self-energy, which is (3) with g in place of D.

Fermi-surface averages carry the weight −f′, where f′ = df/dε:

  N_F = (2/N) Σ_nk (−f′_nk),  ⟨X⟩ = (2/N) Σ_nk (−f′_nk) X_nk / N_F.

N_F is the density of states per cell for both spins, smeared over a few kT, and it tends to N(E_F) as T → 0. Inside ⟨…⟩, D means the real diagonal element D_nn(k) at q = 0.

3. The intraband term at q = 0

Set q = 0 in (3) at finite ω. For m = n the numerator is f_n − f_n = 0 and the denominator is ħω ≠ 0, so

  C_intra(0,ω) = 0.

The same fact read in time: the diagonal element of [H₀, δρ] and that of [uV, ρ₀] both vanish, so the population of each state nk is constant to first order in u. The band energy oscillates as ε_nk + uD_nn and its occupation stays where it was. If two bands are degenerate at the same k, their off-diagonal term also has a zero numerator, so such pairs belong with the intraband part and are counted in it; below, bands at the Fermi level are taken as non-degenerate.

At ω = 0 and q = 0 the intraband term is 0/0, and its value depends on how the point is approached.

4. The two limits

Shift the summation variable so that the states are k − q/2 and k + q/2, label them − and +, and put δ = ε₊ − ε₋. The intraband summand is |D|²(f₋ − f₊)/(ħω − δ).

Time reversal Θ is antiunitary, so ⟨a|A|b⟩ = ⟨Θa|ΘAΘ⁻¹|Θb⟩*. A displacement changes a real potential, so Θ only conjugates the phase factor: ΘV_qΘ⁻¹ = V_{−q} = V_q†. Choose |n,−k⟩ = Θ|n,k⟩. Then

  D(k) = ⟨k+q/2|V_q|k−q/2⟩ = ⟨−k−q/2|V_q†|−k+q/2⟩* = ⟨−k+q/2|V_q|−k−q/2⟩ = D(−k).

Also ε(−k) = ε(k), so k → −k exchanges ε₊ with ε₋, and both δ and f₋ − f₊ change sign. Averaging the summand over k and −k,

  ½(f₋ − f₊)[1/(ħω − δ) − 1/(ħω + δ)] = (f₋ − f₊) δ/((ħω)² − δ²),

  C_intra(q,ω) = (2/N) Σ_nk |D|² (f₋ − f₊) δ/((ħω)² − δ²).   (5)

Because f decreases with energy, (f₋ − f₊)δ ≥ 0. Transitions with |δ| > ħω follow the motion and soften the mode; transitions with |δ| < ħω are driven above their resonance, respond in antiphase and harden it.

For small q the symmetric splitting gives δ = q·∇ε + O(q³) and f₋ − f₊ = −f′δ + O(q³), so to leading order

  C_intra(q,ω) = N_F ⟨D² δ²/((ħω)² − δ²)⟩,  δ = q·∇ε.   (6)

This depends on q and ω only through their ratio and the direction of q. With ω = 0 first, the fraction is −1 for every q:

  C_intra(q → 0, 0) = −N_F⟨D²⟩.   (7)

With ω fixed and q → 0, δ² is dropped in the denominator:

  C_intra(q,ω) → +N_F⟨D²(q·∇ε)²⟩/(ħω)² → 0.   (8)

No term linear in q survives, by the time-reversal pairing, and the remainder is a further hardening of relative size (qv_F/ω)².

The crossover can be written in closed form for a circular Fermi line with constant D². Put δ = ħqv cos θ and s = ω/(qv). Then cos²θ/(s² − cos²θ) = −1 + (s/2)[1/(s − cos θ) + 1/(s + cos θ)], and the two fractions have the same angular average (θ → θ + π). With z = e^{iθ} that average is (1/2πi)∮(−2)dz/(z² − 2sz + 1). For s > 1 the root s − √(s² − 1) lies inside the unit circle and its residue is 1/√(s² − 1). Hence

  C_intra = N_F D²[−1 + s/√(s² − 1)].

For s ≫ 1 this is N_F D²/(2s²), as (8) requires. For s < 1, continuing with s + i0 turns the root into i√(1 − s²): the real part is the static value −N_F D², and the imaginary part −N_F D² s/√(1 − s²) is Landau damping. In this two-dimensional isotropic case the nonadiabatic hardening lives in the window q < ω/v.

5. The static energy at fixed electron number

A frozen phonon has q = 0 exactly and a fixed number of electrons per cell, n_e. Its response C_A must be taken from the free energy. The grand potential per cell is

  Ω_G(u,μ) = −kT (2/N) Σ_nk ln[1 + e^{−(ε_nk(u) − μ)/kT}],

whose derivative with respect to one level is (2/N)f, and ∂Ω_G/∂μ = −n_e. For F = Ω_G + μn_e at fixed n_e the terms in dμ/du cancel, and the Hellmann–Feynman theorem dε_n/du = D_nn gives

  dF/du = (2/N) Σ f_n D_nn.

Differentiate again, now letting both factors vary:

  d²F/du² = (2/N) Σ [f_n d²ε_n/du² + f′_n (D_nn − dμ/du) D_nn].   (9)

First term. Second-order perturbation theory gives d²ε_n/du² = 2 Σ_{m≠n}|D_mn|²/(ε_n − ε_m), the ∂²H/∂u² part being in K₀. Exchanging the names m and n in half of the double sum turns 2f_n into f_n − f_m, and the result is C_inter(0) of (3) at q = 0. If the occupations are held at their u = 0 values, this term is the whole curvature.

Second term. Fixed n_e = (2/N)Σ f(ε_n − μ) requires Σ f′(D − dμ/du) = 0, that is

  dμ/du = ⟨D⟩.

Inserting this in (9),

  C_A = C_inter(0) − N_F(⟨D²⟩ − ⟨D⟩²).   (10)

A rigid shift of all levels at the Fermi surface causes no refilling, because μ moves with them. Only the variation of D over the Fermi surface does.

Symmetry decides whether ⟨D⟩ survives. It is linear in the displacement pattern e, and it is unchanged when e is replaced by its image under a point-group operation, since N_F and the weights are invariant. It therefore equals its value on the group average of e, and that average is zero unless the mode is totally symmetric. For a degenerate set of modes a, b the symmetric matrix ⟨D_a D_b⟩ commutes with the representation and is a multiple of the unit matrix by Schur's lemma, so the set shifts as a whole and any one polarization gives ⟨D²⟩.

6. Long-range Coulomb field

For a totally symmetric mode (7) and (10) differ by N_F⟨D⟩². The static wave of small q in (7) lets charge flow over half a wavelength between regions where the bands go up and regions where they go down, at no cost. Charged electrons pay for that flow.

Let δn be the amplitude of the induced number of electrons per cell. It creates a potential energy U e^{iq·r} with U = vδn and v = 4πe²/(Ωq²), where Ω is the cell volume and e² stands for e²/(4πε₀). With O_mn = ⟨m,k+q|e^{iq·r}|n,k⟩, define χ_XY as the sum (3) with X*Y in place of |D|², the label ρ standing for O. Linear response to uV_q + U e^{iq·r} gives

  δn = χ_ρD u + χ_ρρ U,  ⟨V_q†⟩/N = χ_DD u + χ_Dρ U.

Using U = vδn in the first equation, U = vχ_ρD u/(1 − vχ_ρρ). Away from resonances the energy factors are real and χ_ρD = χ_Dρ*, so

  C = χ_DD + |χ_Dρ|² v/(1 − vχ_ρρ).   (11)

The mode is assumed even under inversion, so that it carries no dipole. As q → 0, O_nn → 1 and O_mn ∝ q for m ≠ n.

Static limit. The argument that led to (7) gives χ_ρρ → −N_F and χ_Dρ → −N_F⟨D⟩; the interband parts vanish with O_mn. The added term is N_F²⟨D⟩²v/(1 + vN_F), which tends to N_F⟨D⟩² as v diverges. Equation (11) then reproduces (10). In the same limit U/u → −⟨D⟩, so the statically screened coupling is D − ⟨D⟩, with zero mean and with mean square equal to the variance. For an inversion-even mode, totally symmetric or not, the intraband term thus keeps the short form N_F⟨g²⟩ if g is measured from the shift of the Fermi level.

Dynamic limit. O obeys the same time-reversal relation as D, so the intraband part of χ_Dρ takes the form (8), N_F⟨D(q·∇ε)²⟩/(ħω)² ∝ q². Its interband part has no q⁰ term since O_mn(0) = 0, and no linear term since inversion maps the even mode at q to the same mode at −q and makes δn even in q. Likewise χ_ρρ ∝ q², so 1 − vχ_ρρ tends to the constant ε_∞ − ω_p²/ω², where (ħω_p)² = (4πe²/Ω)N_F⟨(q̂·∇ε)²⟩ and ε_∞ − 1 is the interband part. Unless ω sits at the zero of this function, the added term scales as q⁴ × q⁻² and vanishes. An ionic charge of order q² would add to χ_ρD and change neither limit. For an isolated layer v ∝ 1/q still diverges, and both limits hold again as q → 0. There 1 − vχ_ρρ tends to 1 but vanishes on the layer plasmon, ω ∝ √q, which can cross the phonon at a q far below ω/v_F (near 0.0005 Å⁻¹ along x for the strained layer of part 12); close to that crossing the added term is resonantly enhanced. For a polar mode in three dimensions, with q having a component along its dipole, the linear term in χ_Dρ is present, the added term scales as q² × q⁻² and stays finite in the dynamic limit, and the result below does not apply as it stands.

So with the Coulomb field C(q → 0, ω) = C_inter(ω) dynamically, and C_A is given by (10) statically.

7. Frequency dependence of the interband part

At q = 0 take a pair of bands v and c with Δ = ε_c − ε_v > 0. The two orderings in (3) contribute |D_cv|²(f_v − f_c) times 1/(ħω − Δ) − 1/(ħω + Δ), so

  C_inter(ω) = (2/N) Σ_k Σ_pairs 2Δ|D_cv|²(f_v − f_c)/((ħω)² − Δ²).   (12)

Subtracting the value at ω = 0 uses 1/(x² − Δ²) + 1/Δ² = x²/[Δ²(x² − Δ²)] with x = ħω:

  C_inter(ω) − C_inter(0) = −(2/N) Σ 2|D_cv|²(f_v − f_c)(ħω)²/[Δ(Δ² − (ħω)²)].   (13)

When all pairs with appreciable f_v − f_c have Δ > ħω, every term is negative, and each is the fraction (ħω)²/(Δ² − (ħω)²) of the static term of that pair. The interband correction δΠ_inter = l²[C_inter(ω) − C_inter(0)] is then a softening of order ω².

For a linear cone at T = 0 its size is explicit. With Δ = 2E, a density of states N_F E/μ, blocking for E < μ, a constant angular mean D̄² of |D_cv|² and ħω ≪ 2μ,

  C_inter(ω) − C_inter(0) ≈ −∫_μ^∞ dE N_F (E/μ) D̄² 2(ħω)²/(2E)³ = −N_F D̄² (ħω)²/(4μ²).   (14)

The condition fails where two bands come close at the Fermi level. A pair with Δ ≪ ħω and Δ ≪ kT contributes −2|D_cv|²(−f′) statically and almost nothing in (12), so it drops out like an intraband term and adds to the hardening. Pairs with Δ ≈ ħω are resonant and give a linewidth.

For an inversion-even mode in a clean metal, the static response contains the intraband softening −N_F(⟨D²⟩ − ⟨D⟩²), which the zone-centre vibration lacks, and the interband response changes with frequency according to (13). What remains is to treat short-range screening and scattering, assemble the formula for the frequency, and test it on a worked example.
